# Zeroth-Order g Scattering in Silicon: The Longitudinal Optical Selection Rule

## 1. Definitions and scope

Silicon has conduction minima at $\pm\mathbf k_0=\pm k_0\hat z$, and equivalent pairs on the other two cubic axes. A g process takes an electron from one minimum to the opposite one. The statement derived here is:

> For $2\pi/a>k_0>\pi/a$, one-phonon scattering from $+\mathbf k_0$ to $-\mathbf k_0$ is forbidden by symmetry for the TA, LA and TO branches. It is permitted for the longitudinal optical branch.

Here $a$ is the cubic lattice constant. "Zeroth order" means that both electron states lie at the minima. Spin-orbit coupling is neglected, the crystal is unstrained, and the potential is taken to first order in the displacements. "Permitted" means that symmetry does not force a zero; the magnitude needs a calculation.

Atom A is at the origin of the cell and atom B at $\mathbf t=(a/4)(1,1,1)$. A phonon displaces the atom of sublattice $s$ at its equilibrium position $\mathbf r$ by

$$\mathbf u(\mathbf r)=\mathbf e_s e^{i\mathbf q\cdot\mathbf r},\qquad s=A,B. \tag{1}$$

The phase uses the atomic position, not the cell origin; with the other convention the sublattice signs below would carry an extra factor $e^{i\mathbf q\cdot\mathbf t}$. The change of potential is $\delta V_{\mathbf q}$, and the amplitude is

$$M=\int\psi_{-\mathbf k_0}^*\,\delta V_{\mathbf q}\,\psi_{\mathbf k_0}\,d^3r. \tag{2}$$

Since $\delta V_{\mathbf q}$ has Bloch wavevector $\mathbf q$, $M$ can be nonzero only if $\mathbf q=-2\mathbf k_0+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. For the stated range of $k_0$, the representative with $|q|<2\pi/a$ on the axis is

$$\mathbf q=\left(\frac{4\pi}{a}-2k_0\right)\hat z,\qquad \mathbf G=\frac{4\pi}{a}\hat z. \tag{3}$$

This $\mathbf G$ supplies the decisive sign.

## 2. The group of the Delta line

The operations that leave a wavevector along $z$ unchanged have rotational parts forming the group $C_{4v}$. Write an operation as $S=\{R|\mathbf v\}$, so that $S\mathbf r=R\mathbf r+\mathbf v$.

- The identity, the twofold rotation $C_{2z}$ and the two diagonal mirrors preserve the tetrahedron of bonds around A. They have $\mathbf v=0$ and keep each sublattice.
- The fourfold rotations and the mirrors $x\to-x$ and $y\to-y$ turn that tetrahedron into the one around B. They need $\mathbf v=\mathbf t$ and exchange the sublattices.

On a function, $(S\psi)(\mathbf r)=\psi(S^{-1}\mathbf r)$. If $\psi_{\mathbf k}$ is nondegenerate with $\mathbf k$ on the axis, then $S\psi_{\mathbf k}$ has the same energy and wavevector, and is therefore a multiple of $\psi_{\mathbf k}$:

$$S\psi_{\mathbf k}=\chi(R)\,e^{-i\mathbf k\cdot\mathbf v}\psi_{\mathbf k}. \tag{4}$$

The exponential is the factor that a plane wave $e^{i\mathbf k\cdot\mathbf r}$ acquires, because $\mathbf k\cdot R^{-1}(\mathbf r-\mathbf v)=\mathbf k\cdot(\mathbf r-\mathbf v)$ when $R\mathbf k=\mathbf k$. The remaining $\chi(R)$ is a character of $C_{4v}$. Two one-dimensional representations matter:

| | $C_{2z}$ | $C_{4z}$ | mirrors $x,y$ | diagonal mirrors |
|---|---:|---:|---:|---:|
| $\Delta_1$ | 1 | 1 | 1 | 1 |
| $\Delta_{2'}$ | 1 | −1 | −1 | 1 |

The silicon valley state belongs to $\Delta_1$. The band calculation of Section 6 gives the characters $(1,1,1,1)$ for the lowest conduction state at the minimum, in the column order of the table, and $(1,-1,-1,1)$ for the next one.

Without spin, time reversal is complex conjugation, so the phase of the final state can be chosen to give $\psi_{-\mathbf k_0}=\psi_{\mathbf k_0}^*$. Conjugating (4), with $\chi=1$, gives

$$S\psi_{-\mathbf k_0}=e^{+i\mathbf k_0\cdot\mathbf v}\psi_{-\mathbf k_0}. \tag{5}$$

## 3. Symmetry of the phonons

An operation rotates a displacement and moves it to the image atom: $(S\mathbf u)(\mathbf r)=R\,\mathbf u(S^{-1}\mathbf r)$. The equilibrium crystal is unchanged by $S$, so the potential of the transformed displacement is the transformed potential,

$$\delta V[S\mathbf u](\mathbf r)=\delta V[\mathbf u](S^{-1}\mathbf r). \tag{6}$$

This holds for a screened potential too, since the electrons respond in a symmetric crystal. For a nonlocal potential the same statement applies to the operator. No rigid-ion assumption enters the selection rule.

Under $C_{2z}$ a longitudinal displacement is unchanged and a transverse one changes sign. The dynamical matrix commutes with this operation, so longitudinal and transverse modes separate on the axis.

In the longitudinal space there are two amplitudes, $e_A$ and $e_B$. An operation with $\mathbf v=\mathbf t$ exchanges them and adds the phase from $\mathbf q\cdot(\mathbf r-\mathbf t)$:

$$S:(e_A,e_B)\longrightarrow e^{-i\mathbf q\cdot\mathbf t}(e_B,e_A). \tag{7}$$

The eigenvectors of the exchange are $e_A=\sigma e_B$ with $\sigma=\pm1$. Since the two signs belong to different representations, the dynamical matrix cannot mix them. The patterns are thus fixed by symmetry, whatever the force constants:

- $\sigma=+1$ is $\Delta_1$. At $q\to0$ it is a uniform translation, so this is the LA branch.
- $\sigma=-1$ is $\Delta_{2'}$. At $q\to0$ the sublattices move oppositely, so this is the LO branch.

The names follow these branches continuously from the zone centre. The four transverse modes form two $\Delta_5$ pairs, TA and TO.

## 4. The selection rule

Replacing $\mathbf r$ by $S^{-1}\mathbf r$ in (2) does not change the integral. Hence $M$ equals the same integral with all three factors transformed.

**Transverse modes.** Take $S=C_{2z}$. Both electron states acquire $+1$ and the displacement acquires $-1$. Therefore $M=-M=0$. This removes TA and TO, whatever their sublattice patterns.

**Longitudinal modes.** Take the screw $\{C_{4z}|\mathbf t\}$. The conjugated final state contributes $e^{-i\mathbf k_0\cdot\mathbf t}$ by (5), the initial state $e^{-i\mathbf k_0\cdot\mathbf t}$ by (4), and the phonon $\sigma e^{-i\mathbf q\cdot\mathbf t}$ by (7). Thus

$$M=\sigma e^{-i(2\mathbf k_0+\mathbf q)\cdot\mathbf t}M
=\sigma e^{-i\mathbf G\cdot\mathbf t}M
=\sigma e^{-i(4\pi/a)(a/4)}M=-\sigma M. \tag{8}$$

For LA, $\sigma=1$ and $M=0$. For LO, $\sigma=-1$ and (8) is the identity $M=M$.

The other operations do not forbid LO. The mirrors with $\mathbf v=\mathbf t$ give the same product as the screw, $-\sigma=1$. The operations with $\mathbf v=0$ leave a longitudinal displacement and both electron states unchanged.

Time reversal adds no prohibition. With $\psi_{-\mathbf k_0}^*=\psi_{\mathbf k_0}$, equation (2) becomes

$$M=\int\psi_{\mathbf k_0}^2\,\delta V_{\mathbf q}\,d^3r. \tag{9}$$

Exchanging the two electron factors leaves this product unchanged, so no antisymmetry can cancel it. Inversion combined with conjugation also preserves each valley. It maps the LO pattern to itself up to a phase and relates $M$ to $M^*$; this fixes the phase of $M$, not its magnitude.

**General form and controls.** For axial states of type $\Delta_1$ or $\Delta_{2'}$, with screw characters $\chi_i$ and $\chi_f$, and $\mathbf G=(4\pi l/a)\hat z$, the same steps give the condition

$$\chi_f\chi_i\,\sigma\,(-1)^l=1. \tag{10}$$

If the valleys lay at $k_0<\pi/a$, then $l=0$ and LA would be permitted instead of LO. If the final state belonged to $\Delta_{2'}$ with $l=1$, LA would again be permitted. At $k_0=\pi/a$ the phonon is at the zone boundary, where the two longitudinal branches meet, and the distinction between LA and LO is lost.

## 5. The unfolded branch

The atomic planes normal to $z$ are $a/4$ apart. On A planes $z$ is a multiple of $a/2$, and $e^{-i4\pi z/a}=1$; on B planes the same factor is $-1$. An LO displacement with wavevector $q$ can therefore be written, on all planes, as

$$u_z=e_A e^{i(q-4\pi/a)z}=e_A e^{-2ik_0z}. \tag{11}$$

The allowed vibration carries the full momentum change of the electron, measured in the larger zone of the planes. The LA and LO branches are two parts of one branch with period $8\pi/a$.

A spring model makes this explicit. Let $\alpha$ be the diagonal element of each nearest-neighbour spring matrix, and $\kappa$ a central spring to each second neighbour. An atom has two nearest neighbours in the plane above and two in the plane below. Their off-diagonal terms coupling $z$ to $x$ or $y$ cancel within each pair. Eight second neighbours lie at $z=\pm a/2$, each with longitudinal stiffness $\kappa/2$. For a wave $e^{iQz}$ and atomic mass $m_a$,

$$m_a\omega^2=4\alpha\left(1-\cos\frac{Qa}{4}\right)+4\kappa\left(1-\cos\frac{Qa}{2}\right).$$

Using $1-\cos x=2\sin^2(x/2)$, and $m_a\omega_\Gamma^2=8\alpha$ at $Q=4\pi/a$, one finds

$$\omega^2=\omega_\Gamma^2\left[\sin^2\frac{Qa}{8}+\frac{\kappa}{\alpha}\sin^2\frac{Qa}{4}\right]. \tag{12}$$

The LO phonon of the g process is at $Q=2k_0$, and the forbidden LA phonon is at $Q=4\pi/a-2k_0$.

## 6. Amplitudes in a silicon model

The example uses a local pseudopotential with round, silicon-like parameters and $a=0.543$ nm. Its crystal components are $V(\mathbf G)=\frac12v(|\mathbf G|)(1+e^{-i\mathbf G\cdot\mathbf t})$. The values of $v$ at $(Ga/2\pi)^2=0,3,8,11$ are $-0.60,-0.21,0.04,0.08$ Ry. A smooth interpolation joins them and falls to zero at 16.

A rigid ion displaced by $\mathbf u$ changes the potential by $-\mathbf u\cdot\nabla v_{\rm ion}$, whose Fourier component is $-i\mathbf Q\cdot\mathbf u$ times that of the ion. With plane-wave coefficients $c$, and $\mathbf Q$ the difference between final and initial plane-wave vectors, the amplitude is

$$M=\sum c_f^*c_i\,\frac{v(|\mathbf Q|)}2(-i\mathbf Q)\cdot
\left[\mathbf e_A+\mathbf e_Be^{-i(\mathbf Q-\mathbf q)\cdot\mathbf t}\right]. \tag{13}$$

The sum runs over all pairs of plane waves. No selection rule is inserted. The coupling constant $D$ is $|M|$ for $|\mathbf e_A|^2+|\mathbf e_B|^2=2$, that is, unit displacement of each atom in a longitudinal mode.

The minimum is at $k_0=0.854\,(2\pi/a)$, so $q=0.293\,(2\pi/a)$. With $\hbar\omega_\Gamma=64$ meV and $\kappa/\alpha=0.05$, equation (12) at $Q=1.707\,(2\pi/a)$ gives

$$\hbar\omega_{LO}=64\sqrt{0.948+0.05\times0.197}\ {\rm meV}=62.6\ {\rm meV}.$$

| Branch | Energy (meV) | Zeroth-order $D$ (eV/cm) |
|---|---:|---:|
| TA | 11.2 | $8\times10^{-7}$ |
| LA | 15.9 | $5\times10^{-6}$ |
| LO | 62.6 | $4.8\times10^8$ |
| TO | 63.3 | $1\times10^{-6}$ |

The transverse energies also need the off-diagonal element $\beta$ of the nearest-neighbour spring matrix, which carries the sign of $b_ib_j$ for bond direction $\mathbf b$; the model takes $\beta/\alpha=0.7$. The three small entries are fourteen to fifteen orders below LO, the level of rounding error in the sums. The controls of (10) also hold. For states at $\pm0.4\,(2\pi/a)$, with no umklapp, $D_{LA}=3.8\times10^8$ eV/cm and LO vanishes to rounding. For the $\Delta_{2'}$ final state at $-k_0$, $D_{LA}=2.4\times10^8$ eV/cm and LO vanishes likewise.

Changing $v(0)$ from $-0.60$ to $-0.40$ Ry, with everything else fixed, changes $D_{LO}$ by less than one per cent. The uncertain long-wave end of this form factor therefore has little effect on $D_{LO}$. The acoustic constant $C$ of Section 7 is more sensitive to it and rises by about 16%. Other smooth interpolations through the same values change $D_{LO}$ by about 1% and $C$ by up to 8%.

## 7. What opens away from the minima

Let the initial state be at $\mathbf k_0+\boldsymbol\delta$ and the final state at $-\mathbf k_0+\boldsymbol\delta'$.

**Axial shifts.** If both shifts lie along $z$, the screw phases still combine to $e^{-i\mathbf G\cdot\mathbf t}$, and the rule is unchanged. For initial and final shifts of 0.03 and 0.05 $(2\pi/a)$, the LA amplitude again vanishes to rounding, while $D_{LO}=4.8\times10^8$ eV/cm.

**Transverse shifts, LA.** The operation $C_{2z}$ reverses both shifts but leaves the LA pattern even. The amplitude is therefore even in the shifts. Its constant term is zero, so it can start only at second order. If both shifts lie along $x$, or both along $y$, a remaining mirror keeps it zero.

**Transverse shifts, TA.** The TA pattern is odd under $C_{2z}$, so a linear term is permitted. Time reversal makes the amplitude symmetric under $\boldsymbol\delta\leftrightarrow-\boldsymbol\delta'$, by the argument of (9). A linear form with this symmetry depends on $\mathbf p=\boldsymbol\delta'-\boldsymbol\delta$ alone. The TA pair can be polarized along the two diagonals $\hat d_1,\hat d_2$ of the $xy$ plane. The diagonal mirrors then allow $M_1=c_1\,\mathbf p\cdot\hat d_1$ and $M_2=c_2\,\mathbf p\cdot\hat d_2$, and the screw exchanges the two cases, so $|c_1|=|c_2|$. Hence, to leading order,

$$D_{TA}\equiv\sqrt{D_1^2+D_2^2}=C|\mathbf p|. \tag{14}$$

The calculation used $\boldsymbol\delta=s(1,0.6,0)$ and $\boldsymbol\delta'=s(-0.3,0.8,0)$, in units of $2\pi/a$. Halving $s$ from 0.010 to 0.005 reduced $D_{TA}$ from $1.25\times10^7$ to $6.3\times10^6$ eV/cm, and $D_{LA}$ from $2.7\times10^5$ to $6.7\times10^4$ eV/cm. The fitted orders are 1.00 and 2.00. At $s=0.010$, $|\mathbf p|=0.0132\,(2\pi/a)$, and (14) gives $C=9.5\times10^8$ eV/cm per $2\pi/a$. Dividing by $2\pi/a=1.16\times10^8$ cm$^{-1}$ gives a first-order deformation potential of about 8 eV.

## 8. Scattering rate

For $N_c$ cells, the quantized displacement has amplitude $\sqrt{\hbar/(2N_cm_a\omega)}$ multiplying a polarization normalized to one. The crystal mass is $\rho\Omega=2N_cm_a$, with $\rho$ the density and $\Omega$ the volume. The polarization used for $D$ is $\sqrt2$ times larger, so the prefactor is divided by $\sqrt2$ and becomes $\sqrt{\hbar/(2\rho\Omega\omega)}$. The golden rule then gives, for constant $D$ and one final valley,

$$\frac1\tau=\frac{\pi D^2}{\rho\omega}
\left[n\,\mathcal N(E+\hbar\omega)+(n+1)\mathcal N(E-\hbar\omega)\right]. \tag{15}$$

Here $n$ is the phonon occupation, $E$ is measured from the valley minimum, and $\mathcal N$ is the density of states per volume and spin. For an ellipsoidal valley with $m_d=(m_lm_t^2)^{1/3}$, the $k$-space volume below energy $E$ is $(4\pi/3)(2m_dE)^{3/2}/\hbar^3$. Dividing by $8\pi^3$ and differentiating gives

$$\mathcal N(E)=\frac{m_d^{3/2}\sqrt E}{\sqrt2\,\pi^2\hbar^3}\quad(E>0),\qquad \mathcal N=0\quad(E<0). \tag{16}$$

The model masses are $m_l=0.87$, $m_t=0.18$ and $m_d=0.31$ electron masses, and $\rho=2.33$ g/cm³. At 300 K an electron of energy $\frac32k_BT=38.8$ meV cannot emit the 62.6 meV phonon. It can absorb one, with $n=0.097$. In SI units $D_{LO}=7.66\times10^{-9}$ J/m and $\omega=9.52\times10^{13}$ s$^{-1}$, so the prefactor in (15) is $8.3\times10^{-34}$. At the final energy of 101 meV, $\mathcal N=1.17\times10^{45}$ J$^{-1}$m$^{-3}$. The product is

$$\frac1\tau=8.3\times10^{-34}\times0.097\times1.17\times10^{45}
\simeq9.4\times10^{10}\ {\rm s}^{-1}.$$

To size the forbidden branches, the rate (15), with $D$ and $\omega$ computed for each pair of states, was averaged over eight initial and eight final directions, with both states on ellipsoids of the same nominal energy. The energy change was kept in (15) but not in the final wavevector, so these rates are estimates. The eight directions are also a coarse sample: an average over the whole ellipsoids leaves the acoustic-to-optical ratio at 38.8 meV near 1.3, but raises it at 150 meV from 1.07 to about 1.3.

| Electron energy | Optical rate (s$^{-1}$) | Acoustic rate (s$^{-1}$) |
|---|---:|---:|
| 38.8 meV | $0.93\times10^{11}$ | $1.2\times10^{11}$ |
| 150 meV | $0.96\times10^{12}$ | $1.0\times10^{12}$ |

The acoustic rate is not small, although its zeroth-order amplitude is zero. A hand estimate for TA shows why. At 38.8 meV the transverse semiaxis of the ellipsoid is $0.037\,(2\pi/a)$. For independent directions $\langle p^2\rangle=\frac43(0.037)^2$ in these units, so the root-mean-square $p$ is 0.043 and $D_{TA}\simeq4.1\times10^7$ eV/cm. The ratio of squared couplings, TA to LO, is only about 0.0073. The remaining factor in (15) is proportional to

$$\frac{n\sqrt{E+\hbar\omega}+(n+1)\sqrt{E-\hbar\omega}}{\omega},$$

where the emission term is dropped below threshold. It is about 160 times larger for TA: the 11.2 meV phonon has $n=1.84$, can be emitted, and has the smaller $\omega$. The product is 1.2, close to the ratio 1.3 of the averaged rates. A selection rule for amplitudes is therefore not a ranking of rates.

## 9. Use for real silicon

The valley position, masses and phonon energies are near those of silicon, except that the LA energy is roughly 15% too low. The coupling is less secure: a widely used g-LO constant fitted to transport data is roughly $10^9$ eV/cm, about twice the value found here, while other fits give considerably smaller values. Such constants are tied to the other scattering terms in their model. Raising $D_{LO}$ to $10^9$ eV/cm, with the acoustic coupling held fixed, would multiply the optical rate by about 4.4 and lower the acoustic-to-optical ratio at 38.8 meV from 1.3 to about 0.3. The model omits self-consistent screening of the phonon potential and nonlocal pseudopotentials, which can change both couplings but not the selection rule.

Mobile electrons at 300 K do not sit at the minima. In this model, for an electron of energy $\frac32k_BT$ at 300 K, the acoustic processes roughly double the g rate. The acoustic-to-optical ratio of 1.3 depends on the parameters: it is 0.9 for $\beta/\alpha=0.55$, 1.5 for $\beta/\alpha=0.75$, and 1.7 for $v(0)=-0.40$ Ry. That energy lies below the threshold for LO emission. In an average over the thermal distribution the faster electrons emit LO phonons, and the acoustic share is smaller. An implementation that keeps a constant LO coupling should therefore add a TA term with $D=C|\mathbf p|$, where $\mathbf p$ is the part of $\boldsymbol\delta'-\boldsymbol\delta$ normal to the valley axis, unless its fitted constants already contain that scattering. This linear form suits electrons near thermal energies. At 150 meV it overestimates the mean squared TA coupling of this model by roughly half when averaged over the whole ellipsoids (by about a factor of two for the eight directions of Section 8), and LA scattering is no longer negligible beside TA. The value of $C$ found here belongs to the model; for real silicon it should be calculated with a better potential or fitted.

Three other neglected effects are:

- **Nonparabolicity.** In the eight directions used for the averages, the band energy on the nominal 150 meV ellipsoid is 131 meV, about 13% lower. On the 38.8 meV ellipsoid it is 37.7 meV. The difference varies with direction: on the 150 meV ellipsoid the band energy ranges from about 106 meV toward X to 146 meV along $x$, with an average near 139 meV. The X point lies only 129 meV above the minimum, and this ellipsoid extends just past it, so at 150 meV the single parabolic valley of (16) is no longer a good description and the rates given there are rough.
- **Spin-orbit coupling.** It does not open the forbidden branches at the minima. Each valley state becomes a spin pair, and the final pair is the time reverse of the initial one. The phonon potential is even under time reversal, so the $2\times2$ matrix of amplitudes is antisymmetric and has one independent element. Spin rotations have determinant one and leave that element unchanged, so the arguments of Section 4 apply to it as before.
- **Pauli blocking.** At $10^{17}$ electrons per cm³ the band-edge occupation is about 0.004 at 300 K.

Shear strain $\varepsilon_{xy}$ is a separate case. It removes the screw and the mirrors $x\to-x$ and $y\to-y$, but keeps $C_{2z}$ and the diagonal mirrors. LA and LO then have the same symmetry, and LA is permitted even at the minima. TA and TO remain forbidden there by $C_{2z}$. The size of the strain-induced LA coupling was not calculated.

## Numbers as computed

```
Lattice constant: 0.543 nm; temperature: 300 K
Form factors at G^2 = 0, 3, 8, 11: -0.60, -0.21, 0.04, 0.08 Ry
Plane waves: 117; cutoff: 9.00 Ry
Zone-centre phonon: 64.0 meV; density: 2.331 g/cm3
Spring ratios beta/alpha, kappa/alpha: 0.70, 0.05
Valley position k0: 0.8536 (2 pi/a)
Reduced phonon wavevector q: 0.2927 (2 pi/a)
Unfolded phonon wavevector 2 k0: 1.7073 (2 pi/a)
Masses longitudinal, transverse, DOS: 0.873, 0.184, 0.310 m_e
Characters under C2z, C4z with t, mirror x with t, diagonal mirror:
  lowest conduction state: [1 1 1 1]
  next conduction state:   [ 1 -1 -1  1]
TA: energy 11.21 meV, zeroth-order D 8.04e-07 eV/cm
LA: energy 15.91 meV, zeroth-order D 4.64e-06 eV/cm
LO: energy 62.64 meV, zeroth-order D 4.78e+08 eV/cm
TO: energy 63.33 meV, zeroth-order D 1.03e-06 eV/cm
No umklapp, k = 0.4: D(LA) 3.76e+08, D(LO) 1.9e-06 eV/cm
Final state Delta2': D(LA) 2.37e+08, D(LO) 1.7e-06 eV/cm
Axial shifts 0.03, 0.05: D(LA) 3.0e-07, D(LO) 4.76e+08 eV/cm
Transverse shift 0.010: D(TA) 1.25e+07, D(LA) 2.67e+05 eV/cm
Transverse shift 0.005: D(TA) 6.27e+06, D(LA) 6.68e+04 eV/cm
Order in transverse shift: TA 1.000, LA 1.996
LO phonon occupation: 0.0973
Thermal electron energy: 38.8 meV
  LO rate with zeroth-order D: 9.409e+10 1/s
  optical rate, D averaged on shell: 9.262e+10 1/s
  acoustic rate opened off minimum: 1.188e+11 1/s
  acoustic/optical rate ratio: 1.2824
  mean true band energy on parabolic shell: 37.7 meV
Hot electron energy: 150.0 meV
  LO rate with zeroth-order D: 1.121e+12 1/s
  optical rate, D averaged on shell: 9.555e+11 1/s
  acoustic rate opened off minimum: 1.018e+12 1/s
  acoustic/optical rate ratio: 1.0653
  mean true band energy on parabolic shell: 130.7 meV
D(LO) if long-wave form factor is -0.40 Ry: 4.76e+08 eV/cm
Vertical gap to upper valence band at k0: 3.73 eV
Spin-orbit splitting used (rough): 0.04 eV
Spin-orbit mixing amplitude, estimate: 0.0107
Band-edge occupation at 1e+17 cm-3: 0.0039
```
